# Growth Rate and Reactive Area in a Well-Stirred Deposition Reactor, part 1

(Sections cited here and not found follow in the second part.)

## First half: the loading law

### 1. The decision that depends on it

A calculation of film growth on a wafer needs a precursor concentration in the gas above the surface. The simplest choice is the concentration of the feed. The alternative is to calculate first how far the wafer itself depletes the reactor, and to use the lower value. The choice also bears on whether a growth rate measured on a substrate with small openings in an inert mask may be carried over to one with large openings. Depletion of the gas is only one part of that question: on a real mask, precursor may also migrate along the surface into the openings, which is not treated here.

For a well-stirred reactor the decision rests on one number,

$$
\mathrm{Da}=\frac{kA}{Q},
$$

called the Damköhler number here. $A$ is the reactive area, $k$ is the surface reaction velocity and $Q$ is the volumetric gas flow at reactor temperature and pressure. The steady growth rate is

$$
R=\frac{R_0}{1+\mathrm{Da}},
$$

where $R_0$ is the rate in the limit of vanishing reactive area. Using the feed concentration replaces $R$ by $R_0$. The error, relative to the true rate $R$, is

$$
\frac{R_0-R}{R}=(1+\mathrm{Da})-1=\mathrm{Da}.
$$

If an error of five per cent is acceptable, the feed concentration may be used up to $\mathrm{Da}=0.05$. Above that, the depletion has to be calculated. The rule presupposes mixing. A small Da reached by a high flow is not enough when diffusion to the surface is slow. In the cubic channel of section 11, with the flow raised until $\mathrm{Da}=0.05$, the error is 5.7 per cent for a gas diffusivity of $0.1\ \mathrm{m^2/s}$ and 34 per cent for $10^{-3}\ \mathrm{m^2/s}$.

The law holds under conditions. The precursor is dilute, the surface reaction is of first order, no other sink is present, and the gas composition is nearly uniform throughout the chamber. Comparing substrates of different area also requires that $k$, $Q$ and the feed concentration stay fixed. The first half derives the law under these assumptions and adds a second sink. The second half examines mixing, gas production and reaction order.

### 2. The surface reaction velocity

Let $c$ be the number of precursor molecules per unit volume of gas. A first-order surface reaction consumes

$$
J=kc
$$

molecules per unit area and time. Since $J$ has the unit $\mathrm{m^{-2}\,s^{-1}}$ and $c$ has the unit $\mathrm{m^{-3}}$, $k$ has the unit of a velocity. It is not the speed at which the film grows. It is the height of the gas column whose precursor content the surface consumes per unit time.

The value of $k$ follows from the rate at which molecules strike the surface and from the probability $s$ that a molecule reacts when it does. Take the surface normal along $z$ and count velocities towards the surface as positive. In a gas at temperature $T$ with molecular mass $m$, the distribution of this velocity component is

$$
f(v_z)=\sqrt{\frac{m}{2\pi k_BT}}\;
\exp\!\left(-\frac{mv_z^2}{2k_BT}\right),
$$

where $k_B$ is the Boltzmann constant. Molecules with $v_z>0$ arrive, and each contributes to the flux in proportion to $v_z$. The arriving flux is therefore

$$
J_{\rm in}=c\int_0^\infty v_z f(v_z)\,dv_z .
$$

With $\int_0^\infty v\,e^{-av^2}dv=1/(2a)$ and $a=m/(2k_BT)$, the integral without its prefactor is $k_BT/m$. Hence

$$
J_{\rm in}=c\sqrt{\frac{m}{2\pi k_BT}}\;\frac{k_BT}{m}
=c\sqrt{\frac{k_BT}{2\pi m}} .
$$

This is often expressed through the mean molecular speed $\bar v$. The distribution of speeds in three dimensions is $4\pi v^2(a/\pi)^{3/2}e^{-av^2}$, and $\int_0^\infty v^3e^{-av^2}dv=1/(2a^2)$. Thus

$$
\bar v=4\pi\left(\frac{a}{\pi}\right)^{3/2}\frac{1}{2a^2}
=\frac{2}{\sqrt{\pi a}}
=\sqrt{\frac{8k_BT}{\pi m}} .
$$

A quarter of this is $\sqrt{8k_BT/(16\pi m)}=\sqrt{k_BT/(2\pi m)}$, so $J_{\rm in}=c\bar v/4$. A fraction $s$ of the arriving molecules reacts, which gives

$$
k=\frac{s\bar v}{4}.
$$

This expression holds for small $s$. A reacting surface returns fewer molecules than it receives, so the gas next to it is not quite Maxwellian. The missing part of the returning stream is the fraction $s$, and the resulting correction to $k$ is of relative order $s$. For first-order kinetics $s$ must not depend on $c$, but it may depend on temperature.

### 3. Which volumetric flow enters

Flow controllers are commonly set in standard cubic centimetres per minute, abbreviated sccm. This unit states a number of molecules per time in the form of a volume that they would fill at standard conditions. The convention used here is $T_{\rm std}=273.15$ K and $p_{\rm std}=101325$ Pa.

The reactor works at another temperature $T$ and pressure $p$. The number of molecules entering per unit time is the same in either description. By the ideal gas law,

$$
\frac{p_{\rm std}Q_{\rm std}}{k_BT_{\rm std}}
=\frac{pQ}{k_BT}.
$$

Multiplication by $k_BT/p$ gives

$$
Q=Q_{\rm std}\,\frac{T}{T_{\rm std}}\,\frac{p_{\rm std}}{p}.
$$

The reactor flow $Q$ belongs in Da because the outlet removes precursor at the rate $Qc$, with $c$ counted per unit volume of the hot, low-pressure gas. At low pressure the difference between $Q$ and $Q_{\rm std}$ is large, as the example in section 7 shows.

### 4. The precursor balance

Let the chamber have gas volume $V$, and let the feed contain precursor at density $c_{\rm in}$, also expressed at reactor temperature and pressure. "Well stirred" means that one value $c$ describes the whole gas volume. It has two consequences: the surface sees this $c$, and the gas leaving the chamber carries the same $c$.

The precursor is dilute, so its reaction hardly changes the total amount of gas. The outgoing volumetric flow is then also $Q$. The number of precursor molecules in the chamber is $Vc$, and it changes according to

$$
V\frac{dc}{dt}=Qc_{\rm in}-Qc-kAc .
$$

The terms on the right are the supply, the loss through the outlet and the consumption at the surface. In the steady state the left side vanishes:

$$
Qc_{\rm in}=(Q+kA)c .
$$

Division by $Q+kA$, followed by division of numerator and denominator by $Q$, gives

$$
c=\frac{Qc_{\rm in}}{Q+kA}=\frac{c_{\rm in}}{1+\mathrm{Da}} .
$$

Let $n_f$ be the number of precursor molecules consumed to make unit volume of film. A film growing at thickness rate $R$ consumes $n_fR$ molecules per unit area and time. This must equal $kc$, and therefore

$$
R=\frac{kc}{n_f}=\frac{kc_{\rm in}}{n_f}\,\frac{1}{1+\mathrm{Da}}
=\frac{R_0}{1+\mathrm{Da}},
\qquad
R_0=\frac{kc_{\rm in}}{n_f}.
$$

The outlet and the surface compete for the same molecules. The quantities $Q$ and $kA$ are the volumes of gas that each of them clears of precursor per unit time, and Da is their ratio.

The balance also gives the time needed to reach the steady state. Call the steady concentration $c_{\rm s}$, so that $Qc_{\rm in}=(Q+kA)c_{\rm s}$. Substitution for the supply term yields

$$
V\frac{dc}{dt}=-(Q+kA)(c-c_{\rm s}),
$$

with the solution

$$
c(t)=c_{\rm s}+[c(0)-c_{\rm s}]e^{-t/\tau},
\qquad
\tau=\frac{V}{Q+kA}.
$$

Any initial deviation decays, so the steady state is stable. The law applies to growth that lasts much longer than $\tau$. In a run of comparable length the start-up contributes noticeably to the film thickness.

### 5. Limits and sensitivities

For $\mathrm{Da}\ll1$, expansion gives $R\simeq R_0(1-\mathrm{Da})$. The surface reaction sets the rate, and area has little influence.

For $\mathrm{Da}\gg1$, the one in the denominator may be dropped:

$$
R\simeq\frac{R_0}{\mathrm{Da}}
=\frac{kc_{\rm in}}{n_f}\,\frac{Q}{kA}
=\frac{Qc_{\rm in}}{n_fA}.
$$

The velocity $k$ has cancelled. Nearly every precursor molecule supplied is built into the film, and a larger area spreads the same amount of material more thinly. This is the regime in which the growth rate falls as $1/A$. Between the limits the fall is slower, and the rate has dropped to half of $R_0$ at $A=Q/k$.

The fraction of the supplied precursor that is used is

$$
\eta=\frac{kAc}{Qc_{\rm in}}=\frac{\mathrm{Da}}{1+\mathrm{Da}} .
$$

It stays below one, as conservation of matter requires. The same fraction measures the sensitivity to area. Since $\ln R=\ln R_0-\ln(1+\mathrm{Da})$ and Da is proportional to $A$,

$$
\frac{d\ln R}{d\ln A}=-\frac{\mathrm{Da}}{1+\mathrm{Da}}=-\eta .
$$

When a tenth of the precursor is used, a one per cent increase in area lowers the growth rate by about 0.1 per cent.

The velocity $k$ enters both $R_0$ and Da, so that at fixed $Q$, $A$ and $c_{\rm in}$

$$
\frac{d\ln R}{d\ln k}=1-\frac{\mathrm{Da}}{1+\mathrm{Da}}
=\frac{1}{1+\mathrm{Da}} .
$$

Loading therefore weakens the response of the growth rate to surface chemistry. If $Q$ is held fixed while the temperature changes, a reaction velocity deduced from $R$ without correction for loading varies too little with temperature.

Pressure also acts through $Q$. At fixed standard flow and temperature, $Q$ is proportional to $1/p$. If $s$ does not depend on pressure, Da is proportional to $p$. Lower pressure reduces loading because it makes the gas pass through the chamber faster. At fixed feed composition it also lowers $c_{\rm in}$, and hence $R_0$, in proportion to $p$.

### 6. Two areas and a second sink

The inverse growth rate is a straight line in the area:

$$
\frac1R=\frac{1}{R_0}+\frac{k}{QR_0}\,A .
$$

The slope divided by the intercept is $k/Q$. Two growth rates thus suffice to find $k$ without knowledge of $c_{\rm in}$ or $n_f$. For areas $A_1<A_2$, put

$$
r=\frac{R(A_1)}{R(A_2)}=\frac{Q+kA_2}{Q+kA_1}.
$$

Multiplication by the denominator gives $rQ+rkA_1=Q+kA_2$. Collecting the terms in $k$ gives

$$
k=\frac{Q(r-1)}{A_2-rA_1}.
$$

For positive $k$ and $Q$ the law requires $1<r<A_2/A_1$. A measured ratio outside this interval cannot be represented by the law.

Suppose now that a chamber wall of area $A_w$ also consumes precursor, with velocity $k_w$. The loss $k_wA_wc$ joins the balance, and the same steps lead to

$$
R=\frac{R_0}{1+(kA+k_wA_w)/Q}.
$$

Written as a function of $A$, the denominator is $[(Q+k_wA_w)+kA]/Q$. The slope of $1/R$ divided by its intercept is now $k/(Q+k_wA_w)$. The two-area formula, which multiplies this ratio by $Q$, returns

$$
k_{\rm apparent}=k\,\frac{Q}{Q+k_wA_w}<k .
$$

A straight line in $1/R$ therefore does not show that the substrate is the sole sink. An unchanging wall loss leaves the line straight and makes the inferred velocity too small.

### 7. A worked example

The example uses round model parameters and represents no particular material. A cubic chamber has sides of 0.20 m, and the substrate covers its floor, so $A=0.040\ \mathrm{m^2}$ when fully open. The gas is at 900 K and 100 Pa. The total flow is 20 sccm, with a precursor mole fraction of 0.01. The precursor mass is 32 u, the reaction probability is $10^{-4}$, and $n_f=5\times10^{28}\ \mathrm{m^{-3}}$.

The mean molecular speed is 771.7 m/s, which gives

$$
k=\frac{10^{-4}\times771.7}{4}\ \mathrm{m/s}=0.01929\ \mathrm{m/s}.
$$

The standard flow is $3.333\times10^{-7}\ \mathrm{m^3/s}$. Conversion to reactor conditions multiplies it by 3339, so $Q=1.113\times10^{-3}\ \mathrm{m^3/s}$. For the open substrate,

$$
\mathrm{Da}=\frac{0.01929\times0.040}{1.113\times10^{-3}}=0.693 .
$$

The unconverted standard flow would have given $\mathrm{Da}=2315$, and the growth rate would have come out more than a thousand times too small.

The feed density is $c_{\rm in}=8.048\times10^{19}\ \mathrm{m^{-3}}$. The unloaded rate is

$$
R_0=\frac{0.01929\times8.048\times10^{19}}{5\times10^{28}}\ \mathrm{m/s}
=3.105\times10^{-11}\ \mathrm{m/s},
$$

or 1.86 nm/min. An inert mask with fine stripes now leaves part of the substrate open. The reactive area, and with it Da, is proportional to the open fraction.

| Open fraction | Da | Precursor used | $R$ (nm/min) |
|---:|---:|---:|---:|
| 0.1 | 0.069 | 0.065 | 1.74 |
| 0.5 | 0.347 | 0.257 | 1.38 |
| 1.0 | 0.693 | 0.409 | 1.10 |

A rate measured with one tenth of the area open would overestimate growth on the open substrate by a factor $1.693/1.069=1.58$. The tenfold increase in area raises the total consumption of precursor by a factor of 6.3, because the concentration falls at the same time.

The time constant for the open substrate is

$$
\tau=\frac{0.20^3}{1.113\times10^{-3}+7.717\times10^{-4}}\ \mathrm{s}
=4.2\ \mathrm{s}.
$$

If the ceiling, equal in area to the floor, also reacted with velocity $k/2$, the open substrate would have $R/R_0=1/(1+1.5\times0.693)=0.490$, compared with 0.591 without that loss.

## Second half: when the law holds

### 8. Symbols and results carried over

The reactive area is $A$, the surface reaction velocity is $k$, and the volumetric flow at reactor conditions is $Q$. The precursor density is $c$ in the gas and $c_{\rm in}$ in the feed. The first half found

$$
R=\frac{R_0}{1+\mathrm{Da}},\qquad
\mathrm{Da}=\frac{kA}{Q},\qquad
R_0=\frac{kc_{\rm in}}{n_f},
$$

with $n_f$ precursor molecules consumed per unit film volume. For areas $A_1<A_2$ with growth-rate ratio $r=R(A_1)/R(A_2)$, it also found $k=Q(r-1)/(A_2-rA_1)$. The example has $k=0.01929$ m/s, $Q=1.113\times10^{-3}\ \mathrm{m^3/s}$ and, with the substrate fully open, $\mathrm{Da}=0.693$.

The derivation assumed that one concentration describes the whole chamber. The next three sections replace this assumption by a transport problem in which the concentration may vary.

### 9. A channel with diffusion

Consider a channel of length $L$, height $H$ and width $W$. Gas moves along $x$ with the uniform speed $u=Q/(WH)$. The height coordinate $z$ starts at the floor, which is reactive over its full area $A=WL$. All other walls are inert. The diffusivity of the precursor is $D$. Uniform speed is a simplification: a real gas flow is slower near the walls, and it may recirculate.

In the steady state, transport by flow balances transport by diffusion:

$$
u\frac{\partial c}{\partial x}
=D\left(\frac{\partial^2c}{\partial x^2}
+\frac{\partial^2c}{\partial z^2}\right).
$$

The boundary conditions state what crosses each surface:

- At the inlet, $x=0$, the feed delivers the flux $uc_{\rm in}$. Inside the channel this flux is carried by flow and diffusion together, so $uc_{\rm in}=uc-D\,\partial c/\partial x$.
- At the outlet, $x=L$, the gas leaves by flow alone, so $\partial c/\partial x=0$.
- At the floor, $z=0$, the diffusive flux towards the surface is $+D\,\partial c/\partial z$, because the concentration rises with height. It equals the consumption $kc$.
- At the ceiling, $z=H$, nothing crosses, so $\partial c/\partial z=0$.

Strong mixing means large $D$. Write $c=c_0+c_1+\dots$, where $c_0$ does not depend on $D$ and $c_1$ is proportional to $1/D$. The terms proportional to $D$ require $\nabla^2c_0=0$ with zero normal derivative on all boundaries. Multiplying by $c_0$ and integrating by parts gives $\int|\nabla c_0|^2\,dx\,dz=0$. Hence $c_0$ is a constant.

In the next order the flow term $u\,\partial c_0/\partial x$ vanishes, because $c_0$ is constant. This leaves $\nabla^2c_1=0$, with

$$
-D\frac{\partial c_1}{\partial x}\bigg|_{x=0}=u(c_{\rm in}-c_0),
\qquad
D\frac{\partial c_1}{\partial z}\bigg|_{z=0}=kc_0,
$$

and zero normal derivative at the outlet and the ceiling. Integrating $\nabla^2c_1=0$ over the channel shows that the diffusive flux entering at the inlet must equal the flux leaving at the floor:

$$
u(c_{\rm in}-c_0)H=kc_0L .
$$

Since $kL/(uH)=kWL/Q=\mathrm{Da}$, this reads $c_{\rm in}-c_0=\mathrm{Da}\,c_0$, or

$$
c_0=\frac{c_{\rm in}}{1+\mathrm{Da}} .
$$

The loading law is thus the leading term of the transport problem for strong diffusion. Mixing has been obtained as a limit instead of being assumed.

The loading law has been derived for a well-stirred reactor and recovered as the leading term of a transport problem with strong diffusion. What remains is to find the correction for imperfect mixing and its effect on an inferred $k$, and to examine plug flow, gas production and a saturating surface.
